# Coupled-perturbed charge response in self-consistent-charge tight binding: a numerical check

```python
"""Coupled-perturbed self-consistent-charge tight binding.
Result under test: (1 + K gamma) q' = -K w, where
  q'    = derivative of the excess electron populations of the atoms,
  w     = perturbing electron potential energy on each atom,
  gamma = Coulomb matrix of exponential atomic charge clouds,
  K_AB  = 4 sum_(i occupied, a empty) Q^A_ia Q^B_ia / (e_a - e_i),
  Q^A_ia = symmetrized Mulliken transition charge on atom A.
For a field along x, w = x and the polarizability is alpha = -x.q'.
Model: polar chain A-B-A-B, one orbital per atom, four electrons.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

spacing = 2.5
x = spacing * (np.arange(4) - 1.5)
onsite = np.array([-0.30, -0.50, -0.30, -0.50])
hubbard = np.array([0.30, 0.40, 0.30, 0.40])
hopping, overlap = -0.20, 0.20
neighbours = np.eye(4, k=1) + np.eye(4, k=-1)
H0 = np.diag(onsite) + hopping * neighbours
S = np.eye(4) + overlap * neighbours
reference = np.ones(4)
n_occ = 2
tau = 16 * hubbard / 5


def gamma_closed(a, b, R):
    """Coulomb energy of two unit clouds with exponents a, b at distance R."""
    if R == 0:
        assert a == b
        return 5 * a / 16
    if a == b:
        return 1 / R - np.exp(-a * R) * (
            1 / R + 11 * a / 16 + 3 * a**2 * R / 16 + a**3 * R**2 / 48)

    def part(p, q):
        d = p**2 - q**2
        return np.exp(-p * R) * (q**4 * p / (2 * d**2)
                                 - (q**6 - 3 * q**4 * p**2) / (d**3 * R))
    return 1 / R - part(a, b) - part(b, a)


def gamma_quadrature(a, b, R):
    """Same energy from the k-space Coulomb integral."""
    def integrand(k):
        return (2 / np.pi * np.sinc(k * R / np.pi)
                * a**4 * b**4 / ((k**2 + a**2)**2 * (k**2 + b**2)**2))
    return quad(integrand, 0, 40, limit=500, epsabs=1e-12, epsrel=1e-11)[0]


gamma = np.array([[gamma_closed(tau[A], tau[B], abs(x[A] - x[B]))
                   for B in range(4)] for A in range(4)])

# Fourier transform of the charge cloud, from its definition
for t in (tau[0], tau[1]):
    for k in (0.4, 1.3):
        ft = quad(lambda r: t**3 / 2 * r**2 * np.exp(-t * r)
                  * np.sinc(k * r / np.pi), 0, 60, limit=400)[0]
        assert abs(ft - t**4 / (k**2 + t**2)**2) < 1e-8
# closed forms of gamma against quadrature, all pairs
for A in range(4):
    for B in range(4):
        ref = gamma_quadrature(tau[A], tau[B], abs(x[A] - x[B]))
        assert abs(gamma[A, B] - ref) < 1e-8
gamma_eigs = np.linalg.eigvalsh(gamma)
assert gamma_eigs[0] > 0

S_val, S_vec = np.linalg.eigh(S)
assert S_val[0] > 0
S_inv_half = S_vec @ np.diag(S_val**-0.5) @ S_vec.T


def orbitals(V):
    """Orbitals in site potentials V (Mulliken form of the potential)."""
    H = H0 + 0.5 * S * (V[:, None] + V[None, :])
    e, Y = np.linalg.eigh(S_inv_half @ H @ S_inv_half)
    return e, S_inv_half @ Y


def populations(C):
    P = 2 * C[:, :n_occ] @ C[:, :n_occ].T
    return np.diag(P @ S)


def scf(v):
    """Self-consistent excess populations, total energy, orbitals."""
    dq = np.zeros(4)
    for _ in range(200):
        e, C = orbitals(v + gamma @ dq)
        new = populations(C) - reference
        residual = np.max(abs(new - dq))
        dq = 0.5 * dq + 0.5 * new
    assert residual < 1e-12
    P = 2 * C[:, :n_occ] @ C[:, :n_occ].T
    energy = np.sum(P * H0) + 0.5 * dq @ gamma @ dq + v @ dq
    return dq, energy, e, C


def first_derivative(f, h):
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


dq0, E0, e, C = scf(np.zeros(4))
C = C * np.sign(C[0])          # fix the free sign of each orbital
gap = e[n_occ] - e[n_occ - 1]
assert gap > 0.01

# transition charges and bare response
SC = S @ C
K = np.zeros((4, 4))
transitions = []
for i in range(n_occ):
    for a in range(n_occ, 4):
        Q = 0.5 * (C[:, i] * SC[:, a] + C[:, a] * SC[:, i])
        K += 4 * np.outer(Q, Q) / (e[a] - e[i])
        transitions.append((i + 1, a + 1, e[a] - e[i], Q))
assert np.max(abs(K.sum(axis=1))) < 1e-11

# bare response against populations at frozen self-consistent potential
V0 = gamma @ dq0
unit = np.eye(4)
for B in range(4):
    numeric = first_derivative(
        lambda d: populations(orbitals(V0 + d * unit[B])[1]), 1e-3)
    assert np.max(abs(numeric + K[:, B])) < 1e-6

# coupled response against complete self-consistent solutions
M = np.eye(4) + K @ gamma
X = np.linalg.solve(M, -K)
for B in range(4):
    numeric = first_derivative(lambda d: scf(d * unit[B])[0], 5e-4)
    assert np.max(abs(numeric - X[:, B])) < 1e-6
rhs = -K @ x
q1 = np.linalg.solve(M, rhs)
q1_numeric = first_derivative(lambda F: scf(F * x)[0], 2e-4)
assert np.max(abs(q1_numeric - q1)) < 1e-5
assert abs(q1.sum()) < 1e-11
u = x + gamma @ q1
alpha_bare = x @ K @ x
alpha = -x @ q1
alpha_numeric = -x @ q1_numeric
dipole = -x @ dq0

# dipole and polarizability from the total energy
dE = first_derivative(lambda F: scf(F * x)[1], 5e-4)
assert abs(dE + dipole) < 1e-6
h = 5e-4
E = {n: scf(n * h * x)[1] for n in (-2, -1, 1, 2)}
d2E = (-E[2] + 16 * E[1] - 30 * E0 + 16 * E[-1] - E[-2]) / (12 * h**2)
assert abs(d2E + alpha) < 1e-4

# coupling never enhances the diagonal response
rng = np.random.default_rng(1)
for _ in range(200):
    w = rng.normal(size=4)
    coupled, bare = -w @ X @ w, w @ K @ w
    assert -1e-12 < coupled < bare + 1e-12

# plain iteration: alternation and convergence criterion
kg_eigs = np.sort(np.linalg.eigvals(K @ gamma).real)
rho = kg_eigs[-1]
q = np.zeros(4)
iterates = []
for n in range(60):
    q = -K @ (x + gamma @ q)
    iterates.append(-x @ q)
    if n == 0:
        first_error = np.linalg.norm(q - q1)
for n in range(5):
    assert (-1)**n * (iterates[n] - alpha) > 0
assert (np.linalg.norm(q - q1) < first_error) == (rho < 1)

a0 = const.physical_constants['Bohr radius'][0]
debye = const.e * a0 * const.c * 1e21


def row(values, digits=5):
    return ' '.join(f'{z + 0.0:.{digits}f}' for z in values)


print('site positions x (bohr):', row(x, 2))
print('on-site energies (hartree):', row(onsite, 2))
print('Hubbard parameters (hartree):', row(hubbard, 2))
print(f'neighbour H0 (hartree): {hopping:.2f}; overlap: {overlap:.2f}')
print('cloud exponents tau (1/bohr):', row(tau, 3))
for A in range(4):
    print(f'gamma row {A+1} (hartree):', row(gamma[A]))
print('eigenvalues of gamma (hartree):', row(gamma_eigs))
print('excess electrons dq (electrons):', row(dq0))
print('site potentials gamma dq (hartree):', row(V0))
print('orbital energies (hartree):', row(e))
print(f'occupied-empty gap (hartree): {gap:.5f}')
for j in range(4):
    print(f'orbital {j+1} coefficients:', row(C[:, j]))
for i, a, de, Q in transitions:
    print(f'{i}->{a}: energy (hartree) {de:.5f}; Q (electrons):', row(Q))
for A in range(4):
    print(f'K row {A+1} (electrons/hartree):', row(K[A]))
for A in range(4):
    print(f'1+K gamma row {A+1}:', row(M[A]))
print('right side -K x (a.u.):', row(rhs))
print("solution q' (electrons per a.u. field):", row(q1))
print("finite-field q' (same unit):", row(q1_numeric))
print("induced potential gamma q' (bohr):", row(gamma @ q1))
print("total potential u = x + gamma q' (bohr):", row(u))
print(f'permanent dipole (e bohr): {dipole:.5f}')
print(f'permanent dipole (debye): {dipole*debye:.4f}')
print(f'bare polarizability (bohr^3): {alpha_bare:.4f}')
print(f'coupled polarizability (bohr^3): {alpha:.4f}')
print(f'finite-field polarizability (bohr^3): {alpha_numeric:.4f}')
print(f'minus second energy derivative (bohr^3): {-d2E:.4f}')
print(f'coupled polarizability (angstrom^3): {alpha*(a0*1e10)**3:.4f}')
print(f'ratio coupled/bare: {alpha/alpha_bare:.4f}')
print('eigenvalues of K gamma:', row(kg_eigs))
print('first five iterates of alpha (bohr^3):', row(iterates[:5], 4))
print('OK')
```

Output:

```
site positions x (bohr): -3.75 -1.25 1.25 3.75
on-site energies (hartree): -0.30 -0.50 -0.30 -0.50
Hubbard parameters (hartree): 0.30 0.40 0.30 0.40
neighbour H0 (hartree): -0.20; overlap: 0.20
cloud exponents tau (1/bohr): 0.960 1.280 0.960 1.280
gamma row 1 (hartree): 0.30000 0.27712 0.18202 0.13212
gamma row 2 (hartree): 0.27712 0.40000 0.27712 0.19384
gamma row 3 (hartree): 0.18202 0.27712 0.30000 0.27712
gamma row 4 (hartree): 0.13212 0.19384 0.27712 0.40000
eigenvalues of gamma (hartree): 0.02538 0.07619 0.26994 1.02849
excess electrons dq (electrons): -0.52915 0.46433 -0.46046 0.52528
site potentials gamma dq (hartree): -0.04448 0.01331 0.03979 0.10260
orbital energies (hartree): -0.55440 -0.43796 -0.27837 -0.05907
occupied-empty gap (hartree): 0.15958
orbital 1 coefficients: 0.34231 0.77906 0.25261 0.12048
orbital 2 coefficients: 0.23637 0.19126 -0.34201 -0.82789
orbital 3 coefficients: 0.85846 -0.38489 -0.33372 0.36472
orbital 4 coefficients: 0.36546 -0.54523 0.89263 -0.45893
1->3: energy (hartree) 0.27603; Q (electrons): 0.34756 -0.28187 -0.11483 0.04913
1->4: energy (hartree) 0.49533; Q (electrons): 0.13491 -0.35919 0.28042 -0.05613
2->3: energy (hartree) 0.15958; Q (electrons): 0.21023 -0.05951 0.13607 -0.28679
2->4: energy (hartree) 0.37888; Q (electrons): 0.08049 -0.07446 -0.32777 0.32174
K row 1 (electrons/hartree): 3.07377 -2.18788 0.16566 -1.05155
K row 2 (electrons/hartree): -2.18788 2.34054 -0.28967 0.13700
K row 3 (electrons/hartree): 0.16566 -0.28967 2.42434 -2.30033
K row 4 (electrons/hartree): -1.05155 0.13700 -2.30033 3.21488
1+K gamma row 1: 1.20703 -0.18126 -0.28854 -0.39269
1+K gamma row 2: -0.04236 1.27618 0.20145 0.13914
1+K gamma row 3: 0.10677 0.15599 1.03970 -0.28255
1+K gamma row 4: -0.27144 -0.25092 0.04739 1.53609
right side -K x (a.u.): 12.52803 -5.43054 5.85495 -12.95244
solution q' (electrons per a.u. field): 8.10324 -3.66093 3.25631 -7.69861
finite-field q' (same unit): 8.10324 -3.66093 3.25631 -7.69861
induced potential gamma q' (bohr): 0.99198 0.19135 -0.69617 -1.81604
total potential u = x + gamma q' (bohr): -2.75802 -1.05865 0.55383 1.93396
permanent dipole (e bohr): -2.79812
permanent dipole (debye): -7.1121
bare polarizability (bohr^3): 81.4449
coupled polarizability (bohr^3): 50.6104
finite-field polarizability (bohr^3): 50.6104
minus second energy derivative (bohr^3): 50.6104
coupled polarizability (angstrom^3): 7.4997
ratio coupled/bare: 0.6214
eigenvalues of K gamma: 0.00000 0.05963 0.36122 0.63816
first five iterates of alpha (bohr^3): 81.4449 31.4429 62.6592 42.9873 55.4512
OK
```
